\section*{Inverse-radius increase of donor ionisation energy in a dielectric wire}

\section{A case simple enough to see through}

A donor of charge $+e$ sits on the axis of a long wire of radius $R$ and permittivity $\varepsilon_i$. Outside, the permittivity $\varepsilon_o$ is slightly smaller, so that $\gamma=\varepsilon_i/\varepsilon_o$ is slightly above one. Potentials are measured in units of $e/(4\pi\varepsilon_0\varepsilon_i)$, so the donor alone gives $1/r$.

At height $z$ on the interface the donor's normal field is $E=R/(R^2+z^2)^{3/2}$. An interface charge of density $\tau$ makes the normal field $E-2\pi\tau$ inside and $E+2\pi\tau$ outside; the field from interface charge elsewhere is itself of order $\gamma-1$ and enters $\tau$ multiplied by $\gamma-1$, so it is dropped. Continuity of the normal displacement requires
\begin{equation}
\gamma(E-2\pi\tau)=E+2\pi\tau
\quad\Rightarrow\quad
\tau=\frac{\gamma-1}{\gamma+1}\,\frac{E}{2\pi}\simeq\frac{(\gamma-1)E}{4\pi}.
\end{equation}
The interface charge has the donor's sign. It raises the potential at the donor by
\begin{equation}
W=\int_{-\infty}^{\infty}\frac{\tau\,2\pi R\,dz}{\sqrt{R^2+z^2}}
=\frac{\gamma-1}{2}R^2\int_{-\infty}^{\infty}\frac{dz}{(R^2+z^2)^2}
=\frac{\pi(\gamma-1)}{4R},
\label{weak}
\end{equation}
because the last integral is $\pi/(2R^3)$.

Now count energies for an electron on the axis. Close to the donor it gains $W$ from the charge that the donor induces. It also pays $W/2$ for the charge that it induces itself, the half arising because that charge grows with its source. The bound level moves by $-W+W/2=-W/2$. Far along the wire the electron pays only its own $+W/2$. The ionisation energy, which is the difference, rises by $W$, and $W\propto1/R$.

Two points are open: the coefficient at strong contrast, and the cost of having a quantum electron near the axis.

\section{Model and theorem}

The electron has one isotropic mass $m$ and is confined by a hard wall at $\rho=R$. The permittivities are static and local, the interface is sharp, and there is one donor, no free carriers and no gate. Lengths are in units of the effective Bohr radius $a=4\pi\varepsilon_0\varepsilon_i\hbar^2/(me^2)$ and energies in units of $e^2/(4\pi\varepsilon_0\varepsilon_i a)$, so the bulk binding energy is $E_0=\tfrac12$. Scaled coordinates are $t=\rho/R$ and $\zeta=z/R$.

Let $E_f$ be the lowest subband edge without the donor and $E_b$ the ground level with it. The ionisation energy is $E_I=E_f-E_b$.

\paragraph{Theorem.} For fixed $\gamma>1$ and $R\to\infty$,
\begin{equation}
E_I=\frac12+\frac{C(\gamma)}{R}+\frac{\sqrt{2s_2}}{R^{3/2}}+O(R^{-2}),
\label{main}
\end{equation}
\begin{equation}
C(\gamma)=\frac2\pi\int_0^\infty
\frac{(\gamma-1)K_0K_1}{I_0K_1+\gamma I_1K_0}\,dx ,
\label{C}
\end{equation}
with modified Bessel functions of argument $x$ and a positive number $s_2(\gamma)$ given in (\ref{s2}). In ordinary units the leading increase is
\begin{equation}
\Delta E_I\simeq \frac{C(\gamma)\,e^2}{4\pi\varepsilon_0\varepsilon_i R}.
\end{equation}

The increase is therefore purely inverse in $R$ only to leading order.

\section{Lemma 1: the induced potential}

\paragraph{Lemma 1.} A unit charge at $\mathbf r'$ inside the wire induces at $\mathbf r$ inside the wire the potential $G(\mathbf r,\mathbf r')/R$, where
\begin{equation}
G=\frac2\pi\sum_{m=-\infty}^{\infty}\int_0^\infty\! dx\,A_m(x)
I_m(xt)I_m(xt')\cos[x(\zeta-\zeta')]\,e^{im(\phi-\phi')},
\label{G}
\end{equation}
\begin{equation}
A_m=\frac{-(\gamma-1)K_mK_m'}{\gamma I_m'K_m-I_mK_m'}>0 .
\label{A}
\end{equation}

\paragraph{Proof.} The bare potential $1/|\mathbf r-\mathbf r'|$ has the same expansion with $A_mI_m(xt)I_m(xt')$ replaced by $I_m(xt_<)K_m(xt_>)$ and with a prefactor $1/R$ from $dk=dx/R$. For $\rho>\rho'$ the radial factor of each wave, apart from the common $I_m(xt')$, is $K_m+A_mI_m$ inside and $B_mK_m$ outside. At $t=1$, continuity of potential and of normal displacement gives
\begin{align}
K_m+A_mI_m&=B_mK_m,\\
\gamma(K_m'+A_mI_m')&=B_mK_m'.
\end{align}
Insert $B_m=1+A_mI_m/K_m$ from the first line into the second:
\begin{equation}
A_m\left(\gamma I_m'-\frac{I_mK_m'}{K_m}\right)=-(\gamma-1)K_m'.
\end{equation}
Multiplication by $K_m$ gives (\ref{A}). Since $K_m'<0$ and $I_m,K_m,I_m'>0$, numerator and denominator are positive. $\square$

Two functions follow. The donor on the axis induces $w/R$, with $w(\mathbf r)=G(\mathbf r,0)$; only $m=0$ survives, as $I_m(0)=0$ otherwise. With $I_0'=I_1$ and $K_0'=-K_1$, its value at the donor is $w(0)=C$. Bringing up the electron's charge in fractions $q$ from 0 to 1 against its own induced potential $qG/R$ costs $\int_0^1qG\,dq/R=s/R$, with
\begin{equation}
s(t)=\tfrac12G(\mathbf r,\mathbf r)=\frac1\pi\sum_m\int_0^\infty A_m(x)I_m(xt)^2dx,
\qquad s(0)=\frac C2 .
\label{s}
\end{equation}

Near the axis $I_0(y)^2=1+y^2/2+3y^4/32+\dots$, $I_1(y)^2=y^2/4+y^4/16+\dots$ and $I_2(y)^2=y^4/64+\dots$. Orders $m$ and $-m$ contribute equally, so $s=C/2+s_2t^2+s_4t^4+\dots$ with
\begin{align}
s_2&=\frac1{2\pi}\int_0^\infty x^2(A_0+A_1)\,dx,\label{s2}\\
s_4&=\frac1\pi\int_0^\infty x^4\left(\frac{3A_0}{32}+\frac{A_1}{8}+\frac{A_2}{32}\right)dx .
\end{align}
All coefficients of this series are non-negative, because those of $I_m^2$ are. The self-energy is lowest on the axis: the electron is pushed away from the interface.

The Hamiltonian is
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r-\frac{w(\mathbf r)}R+\frac{s(t)}R .
\label{H}
\end{equation}
The donor's own self-energy is present before and after ionisation and cancels. Far along the wire small $x$ matters, where $A_0\to(\gamma-1)K_0$. The total transform $K_0+A_0$ tends to $\gamma K_0$, so the donor potential tends to $\gamma/|z|$, that of a charge in the outer medium alone. It vanishes at infinity, and the ionisation threshold is indeed $E_f$.

\section{Lemma 2: the bound level}

\paragraph{Lemma 2.} $E_b\ge-\tfrac12-C/(2R)$ for every $R$, and $E_b=-\tfrac12-C/(2R)+O(R^{-3})$.

\paragraph{Proof.} Because $A_m\ge0$,
\begin{multline}
G(\mathbf r,\mathbf r)+G(0,0)-2G(\mathbf r,0)\\
=\frac2\pi\sum_m\int_0^\infty A_m\left|I_m(xt)e^{i(m\phi+x\zeta)}-I_m(0)\right|^2dx\ge0 .
\label{pos}
\end{multline}
The left side is $2s(t)+C-2w$, hence $s-w\ge-C/2$ everywhere. Replacing $s-w$ in (\ref{H}) by this constant can only lower the energy. What remains is hydrogen with a hard wall, and the wall cannot bring its level below $-\tfrac12$. This is the lower bound.

For the upper bound use the trial function $\chi\varphi$, where $\varphi=e^{-r}/\sqrt\pi$ and $\chi(\rho/R)$ is a smooth cutoff, equal to 1 for $\rho<R/4$ and to 0 for $\rho>R/2$. The cutoff changes expectation values by exponentially small amounts. Near the donor
\begin{equation}
w=C+\frac1{R^2}\left(\frac{\rho^2}4-\frac{z^2}2\right)\frac2\pi\int_0^\infty x^2A_0\,dx+\dots
\end{equation}
In the spherical state $\langle\rho^2\rangle=2$ and $\langle z^2\rangle=1$, so the bracket averages to $\tfrac12-\tfrac12=0$, as it must for a harmonic function. The self-energy contributes $s_2\langle\rho^2\rangle/R^3$, and therefore
\begin{equation}
E_b\le-\frac12-\frac C{2R}+\frac{2s_2}{R^3}+O(R^{-4}).\qquad\square
\label{eb}
\end{equation}

The term $2s_2/R^3$ is the first-order perturbation shift. The second order is of size $R^{-6}$, since the perturbing potential is of size $R^{-3}$ and the level spacing is fixed.

\section{Lemma 3: the subband edge}

\paragraph{Lemma 3.} $E_f=C/(2R)+\sqrt{2s_2}\,R^{-3/2}+O(R^{-2})$.

\paragraph{Proof.} Since the series of $s$ has no negative coefficient, $s\ge C/2+s_2t^2$. With this smaller potential the radial problem is a two-dimensional oscillator, $\tfrac12\omega^2\rho^2=s_2\rho^2/R^3$, so
\begin{equation}
\omega=\sqrt{2s_2}\,R^{-3/2}.
\end{equation}
Its ground energy is $\omega$, a half for each direction, and the wall can only raise it. Hence $E_f\ge C/(2R)+\omega$.

For the upper bound take the oscillator state $e^{-\omega\rho^2/2}$ with the same cutoff. Its squared width is of order $1/\omega\sim R^{3/2}$, much less than $R^2$, so the cutoff costs less than any power of $1/R$. The quartic term adds, with $\langle\rho^4\rangle=2/\omega^2$,
\begin{equation}
\frac{s_4}{R^5}\,\frac{2}{\omega^2}=\frac{2s_4}{R^5}\,\frac{R^3}{2s_2}=\frac{s_4}{s_2R^2},
\label{quart}
\end{equation}
and later terms are smaller. $\square$

\paragraph{Proof of the theorem.} Subtract Lemma 2 from Lemma 3. The two halves $C/(2R)$ add to $C/R$. $\square$

The free electron gathers on the axis because its self-energy varies across the wire by an amount of order $1/R$, which exceeds the kinetic energy of a subband, of order $1/R^2$, when $R\gg a$. The gathering is slow: for very large $R$ the width of the state grows as $R^{3/4}$, so its share of the radius falls only as $R^{-1/4}$. In the silicon-like wire treated below it has hardly begun at 10 nm: the root-mean-square distance from the axis is $0.43R$, against $0.47R$ without the self-energy. Without this gathering, the free and the bound electron would sample different self-energies and the coefficient of $1/R$ would not be $C$.

At finite radius it is better not to expand the subband edge. Define the floor energy $\delta(R)=E_f-C/(2R)$, found from the radial equation. Then
\begin{equation}
\Delta E_I=\frac CR+\delta(R)-\frac{2s_2}{R^3}+\dots,
\qquad
\Delta E_I\le\frac CR+\delta(R),
\label{use}
\end{equation}
where the inequality is Lemma 2 and holds in this model at every radius.

\section{Remarks: limits, position, failure}

\paragraph{Weak contrast.} As $\gamma\to1$ the denominator in (\ref{C}) becomes $I_0K_1+I_1K_0=1/x$. With $\int_0^\infty xK_0K_1dx=\pi^2/8$, $C\to\pi(\gamma-1)/4$, in agreement with (\ref{weak}).

\paragraph{Strong contrast.} For $\gamma\gg1$ small $x$ dominates. There $I_0\simeq1$, $I_1\simeq x/2$, $K_1\simeq1/x$ and $K_0\simeq L=\ln(1/x)$, so the integrand is $\gamma L/(1+\gamma x^2L/2)$. It is cut off at $x\sim(\gamma L)^{-1/2}$, where $L\simeq\tfrac12\ln\gamma$ to leading logarithm. Treating the slow $L$ as constant,
\begin{equation}
C\simeq\frac2\pi\,\gamma L\,\frac\pi2\sqrt{\frac2{\gamma L}}=\sqrt{2\gamma L}\simeq\sqrt{\gamma\ln\gamma}.
\end{equation}
The increase then scales as $C/\varepsilon_i\simeq\sqrt{\ln\gamma/(\varepsilon_i\varepsilon_o)}$. The field lines stay in the wire over a length of order $R\sqrt{\gamma\ln\gamma}$ before they leave, so both media count. The limit is approached only logarithmically: $C$ exceeds $\sqrt{\gamma\ln\gamma}$ by about 15\% for $\gamma$ from $10^2$ to $10^4$ and still by 7\% at $10^{12}$. The close match at $\gamma=11.7$ is accidental.

\paragraph{Donor off the axis.} For a donor at fixed $t_0<1$, inequality (\ref{pos}) with $0$ replaced by $\mathbf r_0$ gives $s(t)-G(\mathbf r,\mathbf r_0)\ge-s(t_0)$, with equality at $\mathbf r=\mathbf r_0$. A smooth function has zero slope at its minimum, so no linear force acts on the electron there, and the bound level is $-\tfrac12-s(t_0)/R+O(R^{-3})$. The free electron still goes to the axis. The leading increase becomes $[s(t_0)+s(0)]/R$, larger than on the axis.

\paragraph{Where the result fails.} If $\varepsilon_o>\varepsilon_i$, then $A_m<0$ and both inequalities reverse. In a sufficiently wide wire the self-energy draws the free electron to the wall, and the theorem does not apply. It also needs $R\gg a$.

\section{A silicon-like wire in vacuum}

Take $\varepsilon_i=11.7$, $\varepsilon_o=1$ and $m=0.30\,m_e$, rough values for silicon. With the hydrogen radius $0.0529$ nm,
\begin{equation}
a=\frac{0.0529\times11.7}{0.30}=2.06\ \text{nm},
\end{equation}
the energy unit is $59.6$ meV, and $E_0=29.8$ meV. Quadrature of (\ref{C}) and (\ref{s2}) gives $C=5.44$ and $s_2=0.638$; likewise $s_4=0.519$. The leading law is
\begin{equation}
\Delta E_I\simeq\frac{670\ \text{meV\,nm}}{R},
\end{equation}
or $67.0$ meV at $R=10$ nm.

To see what it omits, both levels were computed at finite radius. The floor $\delta$ came from diagonalising the radial equation in 45 Bessel functions $J_0$ that vanish at the wall. The bound level came from a variational calculation with the full potential of (\ref{H}), in functions $r^iz^{2j}e^{-r}(1-\rho^2/R^2)$ with $i+2j\le7$. All energies are in meV; ``rest'' is what remains of the increase after the two preceding columns.

\begin{center}
\begin{tabular}{rrrrrr}
$R$ (nm) & $C/R$ & $\delta$ & rest & $\Delta E_I$ & $E_I$\\
5 & 134.0 & 34.7 & $-10.2$ & 158.4 & 188.2\\
10 & 67.0 & 9.9 & $-0.9$ & 76.0 & 105.8\\
20 & 33.5 & 3.0 & $-0.1$ & 36.4 & 66.2\\
40 & 16.7 & 1.0 & $-0.0$ & 17.7 & 47.5
\end{tabular}
\end{center}

At 10 nm the leading law supplies 88\% of the increase. The rest is negative, as (\ref{use}) demands. Its predicted size at 10 nm, where $R=4.85a$, is $2s_2/R^3=1.276/4.85^3=0.011$ units, or $0.7$ meV, against the computed $0.9$ meV. At 5 nm, where $R=2.4a$, the same formula gives about $5$ meV, half the computed value: the donor state is no longer small compared with the wire. The two-term series $\omega+s_4/(s_2R^2)$ for the floor gives $8.4$ meV at 10 nm, about 15\% below the diagonalised value, which is why (\ref{use}) keeps $\delta$ whole.

Between neighbouring radii in the table, $\Delta E_I$ falls as $R^{-p}$ with $p=1.06$, $1.06$ and $1.04$. A plot over this range would look like an inverse-radius law, though its apparent coefficient would include part of the floor energy.

At 300 K, $kT=25.9$ meV, so the 10 nm increase is $2.9\,kT$. With all other factors fixed, the Boltzmann factor for thermal release is multiplied by $e^{-2.94}=0.053$. This is not the ionised fraction, which also depends on the doping and the density of states.

\section{Against a real silicon wire}

The surroundings matter most. In thick oxide with $\varepsilon_o=3.9$, at the same radius, $C=1.37$ and the $C/R$ part drops from $67$ to $17$ meV. The floor falls only from $9.9$ to $8.8$ meV, so the leading law alone is then a poor guide. In a gate-all-around device a metal lies close by. For an oxide shell out to $bR$ and a grounded metal beyond it, the potential in the shell is proportional to $K_0(xt)I_0(xb)-I_0(xt)K_0(xb)$, and the same matching gives
\begin{align}
A_0&=\frac{\varepsilon_iK_1-YK_0}{\varepsilon_iI_1+YI_0},\\
Y&=\varepsilon_{ox}\frac{K_1(x)I_0(xb)+I_1(x)K_0(xb)}{K_0(x)I_0(xb)-I_0(x)K_0(xb)} .
\end{align}
For 2 nm of oxide on the 10 nm wire, $b=1.2$, and $\frac2\pi\int A_0dx=-0.48$. The donor-image part is then $-6$ meV: the metal removes the large increase. This is not the full shift. The self-energy is now almost flat across the core of the wire, with a very shallow minimum off the axis, so the theorem does not apply. The floor is $7.5$ meV, nearly all of it the $7.3$ meV of plain confinement by the wall, and the full increase is about $+1.5$ meV. The large values in the table are for bare wires.

Other omissions at 10 nm in vacuum are smaller. Silicon's mass is anisotropic, roughly $0.19$ and $0.92\,m_e$. In a wire along a cubic axis, the floor changes from $9.9$ to $14.2$ meV for valleys with the light mass in both directions across the wire, and to $9.1$ meV for those with one light and one heavy mass. The bulk binding hardly moves: a variational estimate with an ellipsoidal exponential gives $29.6$ meV. Phosphorus in bulk silicon is bound by roughly $45$ meV, so some $15$ meV comes from the donor core, which the model leaves out. It belongs to $E_0$, and the leading image term does not depend on it so long as the state stays small compared with $R$. Moving the donor to $R/2$ raises the image part from $67.0$ to $69.5$ meV; the full increase rises by only about $0.2$ meV, largely because the hard wall, now only $2.4a$ from the donor, raises the bound level by some $1.5$ meV more than on the axis. A barrier of 4 eV with the free mass outside gives a decay length of $0.1$ nm. Because the slope of the wave function divided by the mass is continuous, the wall acts as if moved outward by $0.1/0.30\simeq0.3$ nm; widening the whole wire by that much lowers the floor by about $0.5$ meV. This is only an order of magnitude, because it moves the dielectric interface along with the wall. In the real wire the interface stays in place, and its repulsion lowers the electron density just inside the wall.

The isolated donor is a stronger assumption. At a doping of $10^{16}$ cm$^{-3}$ the mean spacing along the 10 nm wire is $1/(N\pi R^2)=318$ nm. Half-way between neighbours the potential energy from one donor, taken as $e^2/(4\pi\varepsilon_0\varepsilon_o|z|)$, is $9$ meV in magnitude (the full potential, which has not quite reached this far form, gives about $11$ meV), comparable with the floor energy. Two ionised neighbours together give twice as much, so the threshold is uncertain on a scale of 10 to 20 meV; more distant ionised donors add to this unless the released electrons screen them. At $10^{18}$ cm$^{-3}$ the mean spacing along the wire is only about $3$ nm, less than the wire radius. An electron then feels several donors at once, and a single-donor ionisation energy no longer describes the wire.
